# Gaudin's spanning-tree rule for Matsubara sums, applied at third order

## The decision at the cut lines

A third-order self-energy contains three Matsubara sums. They can be done numerically on truncated frequency grids, which leaves data on the imaginary axis, or analytically, which gives a function that can be continued to real frequencies. The analytic route cuts lines until no loop is left and gives each cut line a distribution function. One must then decide whether that function is $f$, $f-1$ or the symmetric $f-\tfrac12$. With one loop the choice often does not matter. With loops that share lines it can: the symmetric choice already fails in the second-order self-energy.

Conventions: $\beta=1/T$, $k_B=\hbar=1$, energies are measured from the chemical potential, and a line is $G=1/(i\omega-\varepsilon)$.

## One loop

Let two fermion lines carry $z=i\omega$ and $z+i\Omega$. Subtracting their factors gives
$$\frac1{z-a}-\frac1{z+i\Omega-b}=\frac{i\Omega+a-b}{(z-a)(z+i\Omega-b)} .$$
Dividing by the numerator and summing each piece,
$$T\sum_\omega\frac1{(i\omega-a)(i\omega+i\Omega-b)}=\frac{f(a)-f(b)}{i\Omega+a-b}.$$
A constant added to both $f$'s drops out. For $\Omega=0$, $b\to a$ the result tends to $f'(a)=-\beta f(1-f)$.

If the second line carries $i\Omega-z$ instead, the two factors add:
$$\frac1{(z-a)(i\Omega-z-b)}=\frac{1}{i\Omega-a-b}\left[\frac1{z-a}+\frac1{i\Omega-z-b}\right].$$
As before, each piece decays only as $1/\omega$, so its sum needs a convergence factor. This time the constant fixed by that factor does not drop out. The same factor must multiply both pieces, and the second sees it with reversed frequency.

To find the single-line sum, define
$$h(z)=\frac1{1-\zeta e^{\beta z}},$$
with $\zeta=-1$ for fermions ($h=f$) and $\zeta=+1$ for bosons ($h=-n_B$). At an allowed frequency $\zeta e^{\beta z}=1$, so the denominator has derivative $-\beta$ and $h$ has residue $-T$. For $0<\tau<\beta$ the function $h(z)e^{z\tau}/(z-\varepsilon)$ decays exponentially on both sides of the imaginary axis, and its integral over large circles passing between the poles vanishes. The residues therefore sum to zero:
$$T\sum_\omega \frac{e^{i\omega\tau}}{i\omega-\varepsilon}=h(\varepsilon)e^{\varepsilon\tau}.$$
For $-\beta<\tau<0$ the decaying choice is $h-1$, which has the same residues, and the result is $[h(\varepsilon)-1]e^{\varepsilon\tau}$. As $\tau\to0^\pm$ the factor is $h$ or $h-1$. The pair bubble is thus $[f(a)+f(b)-1]/(i\Omega-a-b)$. Here $f-\tfrac12$ on both lines would also work, but $f$ on both would not.

## Two loops: the symmetric choice fails

In the second-order self-energy, lines 1 and 2 run from vertex $A$ to $B$, line 3 runs back, and $i\nu$ enters at $A$. Write $x_e=z_e-\varepsilon_e$. Conservation, $z_1+z_2-z_3=i\nu$, becomes
$$x_1+x_2-x_3=\Delta,\qquad \Delta=i\nu-\varepsilon_1-\varepsilon_2+\varepsilon_3 .$$
Inserting $1=(x_1+x_2-x_3)/\Delta$,
$$\frac1{x_1x_2x_3}=\frac1\Delta\left[\frac1{x_2x_3}+\frac1{x_1x_3}-\frac1{x_1x_2}\right].$$
Each term leaves one line uncut. That line is a spanning tree: it joins all vertices without a loop.

Now put $e^{i\omega_e\tau_e}$ on every line, with small times in the ratio $\tau_1:\tau_2:\tau_3=2:1:10$. If line 1 is the tree, $z_1=i\nu+z_3-z_2$. Frequency $z_2$ then carries the time $\tau_2-\tau_1<0$ and gives $f_2-1$, while $z_3$ carries $\tau_3+\tau_1>0$ and gives $f_3$. Treating the other terms likewise, the sum is
$$S_2=\frac{(f_2-1)f_3+f_1f_3-f_1f_2}{\Delta}=-\frac{f_1f_2(1-f_3)+(1-f_1)(1-f_2)f_3}{\Delta}.$$
The second form follows by expanding: its cubic terms cancel.

With $s_i=f_i-\tfrac12$ the correct numerator is
$$(s_2-\tfrac12)(s_3+\tfrac12)+(s_1+\tfrac12)(s_3+\tfrac12)-(s_1+\tfrac12)(s_2+\tfrac12)=s_2s_3+s_1s_3-s_1s_2-\tfrac14 .$$
The symmetric rule loses the $-\tfrac14$. At high temperature, with the line energies fixed, every $s_i\to0$. That rule then gives zero, while the true numerator tends to $-\tfrac14$.

## Any number of loops

Take a connected graph with $V$ vertices and $I$ directed lines, hence $L=I-V+1$ loops, and no line that starts and ends on the same vertex. For a spanning tree $\mathcal T$, the lines outside it are the cut lines, or chords. Their $L$ frequencies are independent, and conservation fixes the tree frequencies.

**Separating the denominators.** A minimal cut $K$ is a set of lines whose removal splits the graph in two, while removing only some of them does not. With $s_e=+1$ for lines leaving one side and $-1$ for lines entering it, conservation reads
$$\sum_{e\in K}s_ex_e=\Delta_K,\qquad \Delta_K=(\text{external frequency entering that side})-\sum_{e\in K}s_e\varepsilon_e .$$
Assume that every $\Delta_K\neq0$. If the remaining denominators contain a whole minimal cut, insert $1=\sum_K s_ex_e/\Delta_K$. Each resulting term loses one denominator, that of a line $e\in K$. No line removed earlier crosses $K$, so $e$ joins two parts that the removed lines had not yet connected, and it closes no loop. The process stops when the remaining denominators contain no cut. The removed lines then connect all vertices without loops: they are a spanning tree, and the chords remain. Hence
$$\prod_e\frac1{x_e}=\sum_{\mathcal T}c_{\mathcal T}\prod_{l\notin\mathcal T}\frac1{x_l}.$$

To find $c_{\mathcal T}$, multiply by the chord factors $x_l$ of $\mathcal T$ and go to the point where they all vanish. Each tree line $j$ lies in a cut whose other members are chords, so there $x_j=\pm\Delta_K\ne0$. A term belonging to another tree keeps at least one vanishing numerator and has no vanishing denominator, so it drops out. Thus
$$c_{\mathcal T}=\prod_{j\in\mathcal T}\frac1{z_j^{\mathcal T}-\varepsilon_j},$$
where $z_j^{\mathcal T}$ is $z_j$ with all chord frequencies replaced by chord energies and external frequencies kept.

**Summing.** The original sum converges absolutely. If $k$ independent loop frequencies grow, the lines that grow with them form a subgraph with at least $k$ loops. Each of its components has at least two vertices, so it has more lines than loops, which is the power counting needed. The factors $e^{i\omega_e\tau_e}$ can therefore be inserted and later removed without changing the value. The separated terms do not converge absolutely, so the factors must be inserted before the separation.

Let $C_l$ be the loop that chord $l$ closes with the tree, directed along $l$. Collecting exponents, $i\omega_l$ is multiplied by
$$\tau(C_l)=\tau_l+\sum_{j\in\mathcal T\cap C_l}(\pm)\tau_j,$$
with a minus sign for tree lines passed backwards. External phases tend to one.

To split the sum safely, damp all terms by one common Gaussian in the loop frequencies. Each term is then a multiple Fourier series smoothed by a narrow kernel. Where no $\tau(C_l)$ vanishes the series is continuous, and removing the damping gives the product of single-line sums. At $\tau(C_l)=0$ it sits on a jump. Averaging each jump separately is what $f-\tfrac12$ does, and the two-loop case shows that this can fail.

The result is Gaudin's rule:
$$T^L\sum\prod_e\frac1{z_e-\varepsilon_e}=\sum_{\mathcal T}\ \prod_{l\notin\mathcal T}\big[h(\varepsilon_l)-\theta(-\tau(C_l))\big]\prod_{j\in\mathcal T}\frac1{z_j^{\mathcal T}-\varepsilon_j}.$$
The times $\tau_e$ are arbitrary but generic, small, and the same for all trees. Boson lines need $\varepsilon\neq0$. A line returning to its own vertex is excluded because its sum depends on the equal-time prescription of the interaction.

Only real energies enter $h$, so no $e^{i\beta\nu}$ appears. For a self-energy with one external $i\nu$, the result is rational in $i\nu$ with real poles, and the retarded function follows from $i\nu\to\omega+i0^+$.

The separation was tested at random complex frequencies, also on a four-vertex graph. The full rule was tested against imaginary-time integrals for two third-order graphs and for mixed Bose and Fermi lines, with randomly chosen $\tau_e$.

## The third-order ladder

In the particle-particle ladder of a Hubbard interaction $U$, lines 1 and 2 run from vertex 1 to vertex 2, lines 3 and 4 from vertex 2 to vertex 3, and line 5 from 3 back to 1. Frequency $i\nu$ enters at 1 and leaves at 3.

The sign comes from the time-ordered average $\langle c\bar c\rangle=-G$. An order-$n$ diagram with one closed loop has $n$ factors $-U$, one loop sign and $2n-1$ factors $-G$, so its amputated value is $M=(-U)^n\prod G$, sums understood. From $-G=-G_0+(-G_0)M(-G_0)$ one reads off $\Sigma=-M$. Hence $\Sigma_2=-U^2S_2$ and $\Sigma_3=+U^3D$, where $D$ is the sum over the five lines.

A tree needs two lines that join all three vertices: $2\cdot2+2\cdot1+2\cdot1=8$ choices. Define
$$E=\varepsilon_1+\varepsilon_2,\quad E'=\varepsilon_3+\varepsilon_4,\quad x=i\nu+\varepsilon_5,\quad A=f_1+f_2-1,\quad B=f_3+f_4-1,$$
and take times in the ratio $2:1:2:1:10$.

- Tree with one line from each pair: chord 5 gives $f_5$. Chord 1 closes with line 2 and has $\tau_1-\tau_2>0$, giving $f_1$; chord 2 gives $f_2-1$. The second pair behaves likewise. The denominators are $x-E$ and $x-E'$.
- Tree with line 5 and one of 3, 4: chords 1 and 2 close through line 5 with positive time and give $f_1f_2$; the third chord gives $f_3$ or $f_4-1$. The denominators are $E-E'$ and $E-x$.
- Tree with line 5 and one of 1, 2: the same with the pairs exchanged.

Therefore
$$D=\frac{f_1f_2B}{(E-E')(E-x)}+\frac{f_3f_4A}{(E'-E)(E'-x)}+\frac{f_5AB}{(x-E)(x-E')}.$$

### Numbers

Take round model parameters: $T=0.2$ eV, $U=1.5$ eV and line energies $0.3,\,0.5,\,0.8,\,-0.2,\,0.1$ eV. This is one set of intermediate states with unit matrix elements; a lattice self-energy would sum over many. At the lowest frequency, $\nu=\pi T=0.6283$ eV,
$$x-E=-0.7+0.6283i,\qquad x-E'=-0.5+0.6283i\quad(\text{eV}).$$
The tree $\{1,3\}$ has weight $(0.0759-1)(0.7311-1)(0.3775)=0.0938$ and contributes
$$\frac{0.0938}{(-0.7+0.6283i)(-0.5+0.6283i)}=-0.0074+0.1240i\ \text{eV}^{-2}.$$
All eight terms are in the numerical output. Their sum is $D=0.01856+0.12806i\ \text{eV}^{-2}$, so $\Sigma_3=3.375\,\text{eV}^3\times D=0.0626+0.4322i$ eV. A double integral over imaginary time and an extrapolated direct frequency sum both agree with $D$ to the digits quoted here.

Putting $f$ on every chord gives $0.0221+0.1168i\ \text{eV}^{-2}$. The error is about 9% of $|D|$, small enough to pass unnoticed. That smallness belongs to this temperature: with the same line energies and $\nu=\pi T$ the error is 44% at $T=0.5$ eV and 57% at $T=0.1$ eV. The symmetric rule gives $-0.452-0.553i\ \text{eV}^{-2}$, which is not even close. To see why, insert $f_i=s_i+\tfrac12$. The pair factors $A=s_1+s_2$ and $B=s_3+s_4$ are unaffected, but $f_1f_2=s_1s_2+\tfrac12A+\tfrac14$, similarly for $f_3f_4$, and $f_5=s_5+\tfrac12$. The terms with $\tfrac12AB$ cancel because
$$\frac1{(E-E')(E-x)}+\frac1{(E'-E)(E'-x)}=-\frac1{(x-E)(x-E')} .$$
What the symmetric rule misses is
$$D-D_{\rm sym}=\frac1{4(E-E')}\left[\frac{B}{E-x}-\frac{A}{E'-x}\right]=0.471+0.681i\ \text{eV}^{-2}.$$
This accounts for the printed difference. The small $E-E'=0.2$ eV in the denominator enlarges it.

### Poles

Use
$$\frac1{(x-E)(x-E')}=\frac1{E-E'}\left[\frac1{x-E}-\frac1{x-E'}\right].$$
The coefficient of $1/(x-E)$ in $D$ is then $R=B(f_5A-f_1f_2)/(E-E')$. Since
$$f_1f_2-f_5A=f_1f_2(1-f_5)+(1-f_1)(1-f_2)f_5\equiv w,$$
we have $R=-Bw/(E-E')$. Exchanging the pairs gives $R'=-Aw'/(E'-E)$. The first pole lies at $i\nu\to E-\varepsilon_5$, the energy of an intermediate state with two particles and a hole, or two holes and a particle. At $T=0$, $w$ survives only if 1 and 2 are filled and 5 is empty (two holes and a particle), or the reverse (two particles and a hole). With the energies used here lines 1, 2 and 5 are all empty at $T=0$, so this weight is purely thermal.

Here $B=-0.2510$ and $w=0.2939$, so $R=0.2510\times0.2939/0.2=0.369\ \text{eV}^{-1}$ at 0.7 eV. The other residue is $-0.400\ \text{eV}^{-1}$ at 0.5 eV. A single third-order diagram therefore need not have positive spectral weight.

## Limit 1: resonance

If $E'=E$, the cut around vertex 2 has $\Delta_K=0$ and single trees diverge. The sum does not. From $f_i/(1-f_i)=e^{-\beta\varepsilon_i}$,
$$\frac{f_1f_2}{1-f_1-f_2}=\frac{f_1f_2}{(1-f_1)(1-f_2)-f_1f_2}=\frac1{e^{\beta E}-1}=n_B(E),$$
so $w=-A[n_B(E)+f_5]$, and similarly for $w'$. With $g(E)=[n_B(E)+f_5]/(x-E)$,
$$D=AB\,\frac{g(E)-g(E')}{E-E'}\ \longrightarrow\ AB\left[\frac{n_B(E)+f_5}{(x-E)^2}+\frac{n_B'(E)}{x-E}\right].$$
This form assumes $E\ne0$.

Moving line 4 so that $E'-E=10^{-6}$ eV gives a largest tree term of $8.8\times10^3\ \text{eV}^{-2}$, while the sum, $0.0441+0.1833i\ \text{eV}^{-2}$, agrees with the limit. The ratio is about $5\times10^4$, so cancellation between the terms costs nearly five digits even if each term is accurate. In double precision the terms are less accurate than that. The small denominator is a difference of energies of order 1 eV, so rounding gives it a relative error of up to about $10^{-10}$. If every tree computes its own denominator, these errors differ from tree to tree and do not cancel, and the sum can be wrong in the sixth or seventh digit. Computing $E-E'$ once and using it in all terms keeps the loss near five digits. Closer to resonance, use spare precision or the limiting formula.

## Limit 2: one Hubbard level

A single level $\varepsilon_0$ with repulsion $U$ tests signs and prefactors. Its four states give, with $n$ the occupation per spin and $y=i\nu-\varepsilon_0$,
$$G=\frac{1-n}{y}+\frac{n}{y-U}=\frac{y-U(1-n)}{y(y-U)},\qquad \Sigma=y-\frac1G=Un+\frac{U^2n(1-n)}{y-U(1-n)} .$$
Absorb the Hartree shift in $\tilde\varepsilon=\varepsilon_0+Un$ and set $Y=i\nu-\tilde\varepsilon=y-Un$. The last denominator is $Y-U(1-2n)$. The rest of $\Sigma$ starts at order $U^2$, so $n=f(\tilde\varepsilon)+O(U^2)$. Expanding at fixed $\tilde\varepsilon$, the coefficient of $U^3$ is
$$\frac{f(1-f)(1-2f)}{Y^2}.$$

Beyond the Hartree term $Un$, two third-order diagrams remain: the external spin passes through all three vertices, and the opposite spin circulates through them in either sense.

For the ladder, $E=E'=2\tilde\varepsilon$ and $x-E=Y$. Use $(1-2f)n_B=f^2$, which gives $(1-2f)(n_B+f)=f(1-f)$ and $(1-2f)(1+n_B)=(1-f)^2$, and $n_B'=-\beta n_B(1+n_B)$:
$$D_{pp}=\frac{f(1-f)(1-2f)}{Y^2}-\frac{\beta f^2(1-f)^2}{Y}.$$
In the particle-hole diagram, the one-loop result above makes the bubble vanish for $\Omega\neq0$ and equal $-\beta f(1-f)$ at $\Omega=0$. One term of the $\Omega$ sum survives:
$$D_{ph}=T\,\frac{[\beta f(1-f)]^2}{Y}=\frac{\beta f^2(1-f)^2}{Y}.$$
It cancels the second part of $D_{pp}$, and the sum is the third-order coefficient found from the four states.

At $\tilde\varepsilon=0.3$ eV the tree sums give $-0.0540+0.2961i$ and $-0.0688-0.1442i\ \text{eV}^{-2}$. They add to $-0.1229+0.1520i\ \text{eV}^{-2}$, in agreement with the coefficient extracted from the four states. Keeping the ladder alone would leave the term $-\beta f^2(1-f)^2/Y$, which the frequency-dependent third order at fixed $\tilde\varepsilon$ does not have.

## Computed results

```
temperature T = 0.200 eV; U = 1.500 eV
external frequency nu = pi*T = 0.62831853 eV
line 1: energy +0.300 eV, f = 0.18242552
line 2: energy +0.500 eV, f = 0.07585818
line 3: energy +0.800 eV, f = 0.01798621
line 4: energy -0.200 eV, f = 0.73105858
line 5: energy +0.100 eV, f = 0.37754067
pair energies E, E' = 0.800, 0.600 eV
number of spanning trees = 8
tree lines | chord factors | weight | term in 1/eV^2
[1, 3] | (f2-1) (f4-1) f5 | +0.09383396 | -0.00736602 +0.12401364i
[1, 4] | (f2-1) f3 f5 | -0.00627541 | +0.00049262 -0.00829376i
[1, 5] | (f2-1) f3 f4 | -0.01215152 | +0.04711466 +0.05920603i
[2, 3] | f1 (f4-1) f5 | -0.01852282 | +0.00145405 -0.02448028i
[2, 4] | f1 f3 f5 | +0.00123877 | -0.00009724 +0.00163719i
[2, 5] | f1 f3 f4 | +0.00239871 | -0.00930043 -0.01168727i
[3, 5] | f1 f2 (f4-1) | -0.00372174 | -0.01472233 -0.01321473i
[4, 5] | f1 f2 f3 | +0.00024890 | +0.00098460 +0.00088377i
D, sum over trees        = +0.01855991 +0.12806460i 1/eV^2
D, imaginary-time integral = +0.01855991 +0.12806460i 1/eV^2
D, direct frequency sum  = +0.01855991 +0.12806459i 1/eV^2
faulty rule, f everywhere = +0.02210240 +0.11679141i 1/eV^2
faulty rule, f-1/2        = -0.45221791 -0.55263864i 1/eV^2
Sigma_3 = U^3 D          = +0.06263971 +0.43221801i eV
pole 1 at 0.700 eV, residue of D +0.36873669 1/eV
pole 2 at 0.500 eV, residue of D -0.40013655 1/eV
near resonance: E'-E = 1.0e-06 eV, line 4 at 0.000001 eV
  largest single tree term, modulus = 8.8354e+03 1/eV^2
  sum over trees = +0.04410708 +0.18328965i 1/eV^2
  resonant limit = +0.04410694 +0.18328941i 1/eV^2
single Hubbard level at 0.300 eV (with Hartree shift), same T, nu
  particle-particle D = -0.05402396 +0.29611191i 1/eV^2
  particle-hole D     = -0.06882856 -0.14415420i 1/eV^2
  sum of both         = -0.12285252 +0.15195772i 1/eV^2
  from exact states   = -0.12285252 +0.15195772i 1/eV^2
```
